# Why valence plasmon satellites copy the band, and what broadens them: test program

```python
"""
Result under test: a hole in one band, coupled to long-wavelength plasmons,
has a first satellite at separations
    Delta = omega_q - (band(k+q) - band(k))
below its quasiparticle, with weights g_q^2 / Delta^2 (times exp(-a)).
Small q makes the satellite follow the band; finite q makes it broad.

Symbols (Hartree atomic units): band(k) = -2 t sum_i cos(k_i a_lat),
omega_q = omega_p + alpha q^2, q < q_cut, g_q = hole-plasmon coupling,
a = sum g_q^2/Delta^2. Wavevectors k lie on the cube diagonal and are
labelled by the angle k_i a_lat. Removal energy = E(N) - E(final state).
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

EV = physical_constants["Hartree energy in eV"][0]
t, a_lat, omega_p, alpha, q_cut = 0.03, 4.0, 0.6, 0.4, 0.4
smooth = 0.005
band_width = 12 * t
inverse_mass = 2 * t * a_lat**2


def band(k):
    return -2 * t * np.cos(np.asarray(k) * a_lat).sum(axis=-1)


def diagonal_k(angle):
    return np.full(3, angle / a_lat)


# Quadrature over a sphere of plasmon wavevectors
node_r, weight_r = np.polynomial.legendre.leggauss(48)
node_c, weight_c = np.polynomial.legendre.leggauss(48)
phi = (np.arange(96) + 0.5) * 2 * np.pi / 96
cos_t, phi_grid = np.meshgrid(node_c, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([sin_t * np.cos(phi_grid), sin_t * np.sin(phi_grid),
                       cos_t], axis=-1).reshape(-1, 3)
weight_dir = np.repeat(weight_c / 2, 96) / 96


def one_plasmon(angle, q_max=q_cut, disp=alpha, recoil=True):
    """Separations Delta, couplings g^2 and band(k+q) on the quadrature."""
    q = 0.5 * q_max * (node_r + 1)
    omega = omega_p + disp * q**2
    g2 = (0.5 * q_max * weight_r * omega_p**2 / (np.pi * omega))[:, None]
    g2 = g2 * weight_dir[None, :]
    k = diagonal_k(angle)
    final_band = band(k + q[:, None, None] * directions[None, :, :])
    change = final_band - band(k) if recoil else np.zeros_like(final_band)
    return omega[:, None] - change, g2, final_band


def mean_and_width(delta, g2):
    weight = g2 / delta**2
    mean = (weight * delta).sum() / weight.sum()
    var = (weight * (delta - mean)**2).sum() / weight.sum()
    return mean, np.sqrt(var)


def peak_separation(delta, g2):
    """Peak of the satellite after Gaussian smoothing."""
    step = 0.0005
    edges = np.arange(-0.3, 0.3 + step / 2, step)
    hist, edges = np.histogram((omega_p - delta).ravel(), bins=edges,
                               weights=(g2 / delta**2).ravel())
    x = np.arange(-60, 61) * step
    line = np.convolve(hist, np.exp(-0.5 * (x / smooth)**2), mode="same")
    centres = 0.5 * (edges[1:] + edges[:-1])
    return omega_p - centres[np.argmax(line)]


# Coupling: plasmon pole of the screened interaction at a complex frequency
q_test, z = 0.3, 0.2 + 0.7j
w_test = omega_p + alpha * q_test**2
dielectric = 1 - omega_p**2 / (z**2 - w_test**2 + omega_p**2)
screening = 4 * np.pi / q_test**2 * (1 / dielectric - 1)
g2_volume = 2 * np.pi * omega_p**2 / (q_test**2 * w_test)
boson_exchange = g2_volume * (1 / (z - w_test) - 1 / (z + w_test))
assert abs(screening - boson_exchange) < 1e-10 * abs(screening)

# Flat-band satellite strength: direct Cartesian sum against closed form
a_flat = q_cut / (np.pi * omega_p)
n_grid = 80
axis = (np.arange(n_grid) + 0.5) * q_cut / n_grid
q2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2)
inside = q2 < q_cut**2
a_sum = (8 * (q_cut / n_grid)**3 / (2 * np.pi)**3
         * (2 * np.pi / (omega_p * q2[inside])).sum())
assert abs(a_sum / a_flat - 1) < 0.02  # midpoint error at the 1/q^2 point

# Diagonalization: one hole and six plasmon modes along +-x, +-y, +-z
q_mode = q_cut / np.sqrt(3)
modes = q_mode * np.vstack([np.eye(3), -np.eye(3)])
omega_mode = omega_p + alpha * q_mode**2
g2_total = one_plasmon(0.0)[1].sum()
g2_mode = g2_total / 6
all_states = [n for n in itertools.product(range(7), repeat=6)
              if sum(n) <= 6]


def removal_matrix(hole_energy, omega, g2, max_plasmons=6):
    """hole_energy(Q): band energy after plasmons of momentum Q are made."""
    states = [n for n in all_states if sum(n) <= max_plasmons]
    index = {n: i for i, n in enumerate(states)}
    occupation = np.array(states)
    matrix = np.diag(hole_energy(occupation @ modes)
                     - omega * occupation.sum(axis=1))
    for n, i in index.items():
        for j in range(6):
            higher = n[:j] + (n[j] + 1,) + n[j + 1:]
            if higher in index:
                m = index[higher]
                matrix[i, m] = matrix[m, i] = np.sqrt(g2 * (n[j] + 1))
    return matrix, index[(0,) * 6]


def spectrum(*args, **kwargs):
    matrix, bare = removal_matrix(*args, **kwargs)
    energies, vectors = np.linalg.eigh(matrix)
    return energies, vectors[bare]**2


def first_satellite(energies, weights):
    separation = energies[-1] - energies
    chosen = (separation > 0.5 * omega_p) & (separation < 1.5 * omega_p)
    total = weights[chosen].sum()
    return total, (weights[chosen] * separation[chosen]).sum() / total


# Linear recoil: the exponential solution must be exact
velocity = np.full(3, 2 * t * a_lat)
energies, weights = spectrum(lambda Q: Q @ velocity, omega_mode, g2_mode)
delta_lin = omega_mode - modes @ velocity
a_lin = (g2_mode / delta_lin**2).sum()
e_lin = (g2_mode / delta_lin).sum()
assert abs(energies[-1] - e_lin) < 1e-4
assert abs(weights[-1] - np.exp(-a_lin)) < 1e-4
sat_weight, sat_mean = first_satellite(energies, weights)
assert abs(sat_weight - a_lin * np.exp(-a_lin)) < 1e-3
for time in (3.0, 11.0, 20.0):
    direct = (weights * np.exp(-1j * energies * time)).sum()
    exponent = (-1j * e_lin * time + (g2_mode / delta_lin**2
                * (np.exp(1j * delta_lin * time) - 1)).sum())
    assert abs(direct - np.exp(exponent)) < 1e-3  # finite plasmon number

# Weak coupling, curved band: first-order satellite weight and mean
k_test = diagonal_k(np.pi / 4)
weak = 1e-3 * g2_mode
energies, weights = spectrum(lambda Q: band(k_test + Q), omega_mode, weak)
delta_weak = omega_mode - band(k_test + modes) + band(k_test)
first_order = weak / delta_weak**2
sat_weight, sat_mean = first_satellite(energies, weights)
assert abs(sat_weight / first_order.sum() - 1) < 0.01
assert abs(sat_mean - (first_order * delta_weak).sum()
           / first_order.sum()) < 1e-4

# GW with a bare hole is the one-plasmon truncation
matrix, bare = removal_matrix(lambda Q: band(k_test + Q), omega_mode,
                              g2_mode, max_plasmons=1)
z = -0.2 + 0.05j
resolvent = np.linalg.inv(z * np.eye(len(matrix)) - matrix)[bare, bare]
self_energy = (g2_mode / (z - band(k_test + modes) + omega_mode)).sum()
assert abs(resolvent - 1 / (z - band(k_test) - self_energy)) < 1e-10

# Flat band without dispersion: GW spacing against the full solution
flat = lambda Q: np.zeros(len(Q))
g2_flat = a_flat * omega_p**2 / 6
gw_energies, _ = spectrum(flat, omega_p, g2_flat, max_plasmons=1)
gw_spacing = gw_energies[-1] - gw_energies[0]
assert abs(gw_spacing - omega_p * np.sqrt(1 + 4 * a_flat)) < 1e-10
flat_spacing = first_satellite(*spectrum(flat, omega_p, g2_flat))[1]
assert abs(flat_spacing - omega_p) < 1e-3

# Curved band at full coupling: cumulant against diagonalization
ed_rows = []
for name, angle in (("bottom", 0.0), ("middle", np.pi / 2), ("top", np.pi)):
    k = diagonal_k(angle)
    energies, weights = spectrum(lambda Q: band(k + Q), omega_mode, g2_mode)
    delta = omega_mode - band(k + modes) + band(k)
    strength = g2_mode / delta**2
    cumulant_mean = (strength * delta).sum() / strength.sum()
    cumulant_z = np.exp(-strength.sum())
    exact_mean = first_satellite(energies, weights)[1]
    assert abs(exact_mean - cumulant_mean) < 0.01
    assert abs(weights[-1] - cumulant_z) < 0.01
    ed_rows.append((name, exact_mean, cumulant_mean, weights[-1],
                    cumulant_z))

# Logarithmic peak for linear recoil alone: count on a uniform grid
grid = (np.arange(2000) + 0.5) / 2000
x_scaled = grid[:, None] * grid[None, :]  # |x|/(v q_cut), by symmetry
fraction = np.mean(x_scaled < 0.1)
log_fraction = quad(lambda x: -np.log(x), 0, 0.1)[0]
assert abs(fraction - log_fraction) < 2e-3

# Mean of the g^2-weighted final band: a narrowed copy
norm = quad(lambda q: 1 / (omega_p + alpha * q**2), 0, q_cut)[0]
narrowing = quad(lambda q: np.sinc(q * a_lat / np.pi)
                 / (omega_p + alpha * q**2), 0, q_cut)[0] / norm
for angle in (0.0, 0.7, 2.5):
    _, g2, final_band = one_plasmon(angle)
    average = (g2 * final_band).sum() / g2.sum()
    assert abs(average - narrowing * band(diagonal_k(angle))) < 1e-8


def small_q_width(place, q_max):
    if place == "middle":
        speed2 = 3 * (2 * t * a_lat)**2
        return np.sqrt(speed2 * q_max**2 / 9
                       + 4 * alpha**2 * q_max**4 / 45)
    sign = 1 if place == "bottom" else -1
    return (abs(sign * inverse_mass / 2 - alpha) * q_max**2
            * np.sqrt(4 / 45))


places = {"bottom": 0.0, "middle": np.pi / 2, "top": np.pi}
for place, angle in places.items():
    delta, g2, _ = one_plasmon(angle, q_max=0.05)
    width = mean_and_width(delta, g2)[1]
    assert abs(width / small_q_width(place, 0.05) - 1) < 0.02

# Full satellite along the band
rows = []
for angle in np.linspace(0, np.pi, 5):
    delta, g2, _ = one_plasmon(angle)
    assert delta.min() > 0
    mean, width = mean_and_width(delta, g2)
    peak = peak_separation(delta, g2)
    assert abs(peak - omega_p) < 0.01
    rows.append((angle, band(diagonal_k(angle)), peak, mean, width,
                 (g2 / delta**2).sum(), (g2 / delta).sum()))
peak_ratio = 1 - (rows[-1][2] - rows[0][2]) / band_width
mean_ratio = 1 - (rows[-1][3] - rows[0][3]) / band_width
assert peak_ratio > 0.95 and mean_ratio < peak_ratio
assert abs(mean_ratio - narrowing) < 0.03

# Switch the two broadening causes on and off
causes = {}
for place, angle in places.items():
    both = mean_and_width(*one_plasmon(angle)[:2])[1]
    recoil_only = mean_and_width(*one_plasmon(angle, disp=0.0)[:2])[1]
    disp_only = mean_and_width(*one_plasmon(angle, recoil=False)[:2])[1]
    neither = mean_and_width(*one_plasmon(angle, disp=0.0,
                                          recoil=False)[:2])[1]
    assert neither < 1e-10
    causes[place] = (recoil_only, disp_only, both)
assert causes["bottom"][2] < min(causes["bottom"][:2])
assert causes["top"][2] > max(causes["top"][:2])
assert causes["middle"][0] > causes["middle"][1]

# Counterexample: q-independent coupling over the whole Brillouin zone
zone = (np.arange(24) + 0.5) * 2 * np.pi / (24 * a_lat)
zone_k = np.stack(np.meshgrid(zone, zone, zone, indexing="ij"), axis=-1)
zone_band = band(zone_k).ravel()
local_means = []
for angle in (0.0, np.pi):
    start = band(diagonal_k(angle))
    weight = 1 / (omega_p + start - zone_band)**2
    local_means.append((weight * (zone_band - omega_p)).sum()
                       / weight.sum())
local_ratio = (local_means[1] - local_means[0]) / band_width
assert abs(local_ratio) < 0.15

print(f"hopping t = {t:.3f} hartree; lattice constant = {a_lat:.1f} bohr")
print(f"plasma energy = {omega_p:.3f} hartree = {omega_p * EV:.2f} eV")
print(f"dispersion alpha = {alpha:.2f} hartree bohr^2")
print(f"cutoff q_c = {q_cut:.2f} bohr^-1")
print(f"band width = {band_width:.3f} hartree = {band_width * EV:.2f} eV")
print(f"inverse band mass at bottom = {inverse_mass:.3f} (1/m_e)")
print(f"mid-band speed = {np.linalg.norm(velocity):.4f} a.u.")
print(f"smoothing sigma for peak search = {smooth:.4f} hartree")
print(f"flat-band strength a = {a_flat:.4f} (no unit)")
print(f"flat-band spacing, GW = {gw_spacing:.4f} hartree")
print(f"flat-band spacing, diagonalized = {flat_spacing:.4f} hartree")
print("Along diagonal: energies in hartree; a and weights have no unit")
for angle, energy, peak, mean, width, strength, shift in rows:
    print(f"k_i*a_lat/pi = {angle / np.pi:.2f}: band energy = {energy:.4f}")
    print(f"  separation: peak = {peak:.4f}, mean = {mean:.4f}")
    print(f"  rms width = {width:.4f}, quasiparticle shift = {shift:.4f}")
    print(f"  a = {strength:.4f}, main weight = {np.exp(-strength):.4f}, "
          f"first satellite = {strength * np.exp(-strength):.4f}")
print(f"replica/band width from peaks = {peak_ratio:.4f}")
print(f"replica/band width from means = {mean_ratio:.4f}")
print(f"narrowing factor R, g^2 weighted = {narrowing:.4f}")
print(f"replica/band width, local coupling = {local_ratio:.4f}")
print("Rms widths in hartree: recoil only, dispersion only, both")
for place, (recoil_only, disp_only, both) in causes.items():
    print(f"{place}: {recoil_only:.4f}, {disp_only:.4f}, {both:.4f}"
          f" (both = {both * EV:.2f} eV)")
    print(f"  small-q estimate, both = {small_q_width(place, q_cut):.4f}")
print(f"linear recoil: fraction in |x| < 0.1 v q_c = {fraction:.4f}")
print(f"six-mode test: mode wavevector = {q_mode:.4f} bohr^-1")
print("Six modes: mean separation (hartree), main weight (no unit)")
for name, exact_mean, cum_mean, exact_z, cum_z in ed_rows:
    print(f"{name}: diagonalized {exact_mean:.4f}, {exact_z:.4f};"
          f" cumulant {cum_mean:.4f}, {cum_z:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
hopping t = 0.030 hartree; lattice constant = 4.0 bohr
plasma energy = 0.600 hartree = 16.33 eV
dispersion alpha = 0.40 hartree bohr^2
cutoff q_c = 0.40 bohr^-1
band width = 0.360 hartree = 9.80 eV
inverse band mass at bottom = 0.960 (1/m_e)
mid-band speed = 0.4157 a.u.
smoothing sigma for peak search = 0.0050 hartree
flat-band strength a = 0.2122 (no unit)
flat-band spacing, GW = 0.8158 hartree
flat-band spacing, diagonalized = 0.6000 hartree
Along diagonal: energies in hartree; a and weights have no unit
k_i*a_lat/pi = 0.00: band energy = -0.1800
  separation: peak = 0.5977, mean = 0.5976
  rms width = 0.0018, quasiparticle shift = 0.1235
  a = 0.2067, main weight = 0.8132, first satellite = 0.1681
k_i*a_lat/pi = 0.25: band energy = -0.1273
  separation: peak = 0.5997, mean = 0.6007
  rms width = 0.0332, quasiparticle shift = 0.1225
  a = 0.2040, main weight = 0.8155, first satellite = 0.1663
k_i*a_lat/pi = 0.50: band energy = -0.0000
  separation: peak = 0.5997, mean = 0.6131
  rms width = 0.0479, quasiparticle shift = 0.1197
  a = 0.1953, main weight = 0.8226, first satellite = 0.1606
k_i*a_lat/pi = 0.75: band energy = 0.1273
  separation: peak = 0.6002, mean = 0.6308
  rms width = 0.0436, quasiparticle shift = 0.1165
  a = 0.1847, main weight = 0.8314, first satellite = 0.1535
k_i*a_lat/pi = 1.00: band energy = 0.1800
  separation: peak = 0.6037, mean = 0.6393
  rms width = 0.0376, quasiparticle shift = 0.1151
  a = 0.1800, main weight = 0.8352, first satellite = 0.1504
replica/band width from peaks = 0.9833
replica/band width from means = 0.8842
narrowing factor R, g^2 weighted = 0.8717
replica/band width, local coupling = -0.0372
Rms widths in hartree: recoil only, dispersion only, both
bottom: 0.0209, 0.0185, 0.0018 (both = 0.05 eV)
  small-q estimate, both = 0.0038
middle: 0.0481, 0.0185, 0.0479 (both = 1.30 eV)
  small-q estimate, both = 0.0586
top: 0.0201, 0.0185, 0.0376 (both = 1.02 eV)
  small-q estimate, both = 0.0420
linear recoil: fraction in |x| < 0.1 v q_c = 0.3303
six-mode test: mode wavevector = 0.2309 bohr^-1
Six modes: mean separation (hartree), main weight (no unit)
bottom: diagonalized 0.5985, 0.8134; cumulant 0.5975, 0.8132
middle: diagonalized 0.6146, 0.8232; cumulant 0.6140, 0.8231
top: diagonalized 0.6438, 0.8372; cumulant 0.6452, 0.8374
ALL CHECKS PASSED
```
